# Mirror Parity and the Monolayer and Bilayer Sectors of ABA Trilayer Graphene: verification in Python

```python
"""ABA trilayer graphene: exchange of the outer layers splits the Bloch
Hamiltonian into a monolayer-like 2x2 block and a bilayer-like 4x4 block whose
adjacent-layer hoppings are multiplied by sqrt(2).

Symbols: a lattice constant, d layer spacing (angstrom); g0 in-plane hopping;
g1 vertical hopping; g3, g4 oblique adjacent-layer hoppings between unlike and
like sublattices; g2/2, g5/2 outer-to-outer hoppings on non-dimer and dimer
sites; delta dimer-site energy (all eV). Wave vectors are in 1/angstrom.
Hamiltonians are built from atomic positions, not from the parity blocks.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import expit

a, d = 2.46, 3.35
bond = a / np.sqrt(3)
tau = np.array([0.0, bond])
a1 = a * np.array([1.0, 0.0])
a2 = a * np.array([0.5, np.sqrt(3) / 2])
K = np.array([4 * np.pi / (3 * a), 0.0])
minimal = dict(g0=3.0, g1=0.40, g2=0.0, g3=0.0, g4=0.0, g5=0.0, delta=0.0)
extended = dict(g0=3.0, g1=0.40, g2=-0.02, g3=0.30, g4=0.10, g5=0.04,
                delta=0.04)
root2 = np.sqrt(2)


def hopping(rho, layers_apart, same_sublattice, dimer, p):
    """Hopping amplitude from the geometry of a pair of sites."""
    near, vertical = abs(rho - bond) < 1e-6, rho < 1e-6
    if layers_apart == 0 and near:
        return -p["g0"]
    if layers_apart == 1 and vertical:
        return p["g1"]
    if layers_apart == 1 and near:
        return p["g4"] if same_sublattice else -p["g3"]
    if layers_apart == 2 and vertical:
        return (p["g5"] if dimer else p["g2"]) / 2
    return 0.0


def make_stack(shifts, p):
    """Collect bonds of a stack; each layer is shifted by shifts[layer]*tau."""
    sites = [(lay, sub, s + sub) for lay, s in enumerate(shifts)
             for sub in (0, 1)]
    size = len(sites)
    dimer = [any(abs(l2 - l1) == 1 and (c2 - c1) % 3 == 0
                 for l2, _, c2 in sites) for l1, _, c1 in sites]
    vectors, amplitudes, places = [], [], []
    for i, (li, si, ci) in enumerate(sites):
        for j, (lj, sj, cj) in enumerate(sites):
            for m in range(-4, 5):
                for n in range(-4, 5):
                    vec = (cj - ci) * tau + m * a1 + n * a2
                    if i == j and m == 0 and n == 0:
                        t = p["delta"] if dimer[i] else 0.0
                    else:
                        t = hopping(np.hypot(*vec), abs(li - lj), si == sj,
                                    dimer[i], p)
                    if t != 0.0:
                        vectors.append(vec)
                        amplitudes.append(t)
                        places.append(i * size + j)
    incidence = np.zeros((len(places), size * size))
    incidence[np.arange(len(places)), places] = amplitudes
    return np.array(vectors), incidence, size


def bloch(stack, k):
    vectors, incidence, size = stack
    k = np.atleast_2d(k)
    return (np.exp(1j * k @ vectors.T) @ incidence).reshape(-1, size, size)


# Columns: A-, B-, A+, B+, A2, B2; rows: A1, B1, A2, B2, A3, B3.
S = np.zeros((6, 6))
for sub in (0, 1):
    S[sub, sub], S[4 + sub, sub] = 1 / root2, -1 / root2
    S[sub, 2 + sub], S[4 + sub, 2 + sub] = 1 / root2, 1 / root2
    S[2 + sub, 4 + sub] = 1.0


def parity_form(H):
    return S.T @ H @ S


aba = make_stack([0, 1, 0], minimal)
aba_ext = make_stack([0, 1, 0], extended)
abc = make_stack([0, 1, 2], minimal)
rng = np.random.default_rng(4)
ks = rng.uniform(-2.0, 2.0, (200, 2))

# Exact decoupling with all hoppings, and comparison with separate stacks.
H_ext = bloch(aba_ext, ks)
assert np.allclose(H_ext, H_ext.conj().transpose(0, 2, 1), atol=1e-12)
leak = np.abs(parity_form(H_ext)[:, :2, 2:]).max()
assert leak < 1e-12
scaled = dict(extended)
for name in ("g1", "g3", "g4"):
    scaled[name] *= root2
mono = bloch(make_stack([0], extended), ks) + np.diag(
    [-extended["g2"] / 2, extended["delta"] - extended["g5"] / 2])
bi = bloch(make_stack([0, 1], scaled), ks) + np.diag(
    [extended["g2"] / 2, extended["g5"] / 2, 0.0, 0.0])
union = np.sort(np.hstack([np.linalg.eigvalsh(mono),
                           np.linalg.eigvalsh(bi)]), axis=1)
union_error = np.abs(union - np.linalg.eigvalsh(H_ext)).max()
assert union_error < 1e-11

# Closed minimal bands over the whole zone.
g0, g1 = minimal["g0"], minimal["g1"]
g = root2 * g1


def closed_bands(p):
    root = np.sqrt(g * g / 4 + p * p)
    return np.sort(np.stack([p, -p, root - g / 2, root + g / 2,
                             g / 2 - root, -g / 2 - root], axis=-1), axis=-1)


def lattice_p(k):
    f2 = (3 + 2 * np.cos(k @ a1) + 2 * np.cos(k @ a2)
          + 2 * np.cos(k @ (a1 - a2)))
    return g0 * np.sqrt(np.maximum(f2, 0))


H_min = bloch(aba, ks)
band_error = np.abs(np.linalg.eigvalsh(H_min)
                    - closed_bands(lattice_p(ks))).max()
assert band_error < 1e-10

# ABC stacking is a case where the exchange and the spectrum must both fail.
P = np.eye(6)[[4, 5, 2, 3, 0, 1]]
k_test = K + np.array([0.03, 0.0])
H_abc = bloch(abc, k_test)[0]
abc_commutator = np.abs(H_abc @ P - P @ H_abc).max()
abc_difference = np.abs(np.linalg.eigvalsh(H_abc)
                        - closed_bands(lattice_p(k_test))).max()
assert abc_commutator > 0.1 and abc_difference > 0.01


# True reflection of layer-antisymmetric and layer-symmetric p_z functions.
def pz(x, y, z):
    return z * np.exp(-1.5 * np.sqrt(x * x + y * y + z * z))


def pair(sign, x, y, z):
    return pz(x, y, z - d) + sign * pz(x, y, z + d)


x, y, z = rng.uniform(-3, 3, (3, 50))
assert np.allclose(pair(-1, x, y, -z), pair(-1, x, y, z), atol=1e-14)
assert np.allclose(pair(1, x, y, -z), -pair(1, x, y, z), atol=1e-14)

# Equal weight of the middle layer and the outer pair in every even state.
even_vectors = np.linalg.eigh(parity_form(H_min)[:, 2:, 2:])[1]
middle_weight = (np.abs(even_vectors[:, 2:, :]) ** 2).sum(axis=1)
assert np.allclose(middle_weight, 0.5, atol=1e-8)

# Velocity and masses from small displacements on the lattice.
v = np.sqrt(3) * a * g0 / 2
q = 1e-3
steps = K + np.array([[q, 0.0], [-q, 0.0]])
tri_small = np.linalg.eigvalsh(bloch(aba, steps)).mean(axis=0)
bi_small = np.linalg.eigvalsh(
    bloch(make_stack([0, 1], minimal), steps)).mean(axis=0)
assert abs(tri_small[4] / q / v - 1) < 1e-3
hbar2_me = sc.hbar**2 / sc.m_e / sc.e * 1e20
mass_tri = hbar2_me * g / (2 * v * v)
mass_bi = hbar2_me * g1 / (2 * v * v)
mass_tri_num = hbar2_me * q * q / (2 * tri_small[3])
mass_bi_num = hbar2_me * q * q / (2 * bi_small[2])
assert abs(mass_tri_num / mass_tri - 1) < 1e-3
assert abs(mass_bi_num / mass_bi - 1) < 1e-3
assert abs(mass_tri_num / mass_bi_num - root2) < 1e-3

# Filling of the two sectors at fixed density.
n_cm = 3e12
n = n_cm * 1e-16
EF = (-g + np.sqrt(g * g + 8 * np.pi * v * v * n)) / 4
n_odd = EF**2 / (np.pi * v * v)
n_even = EF * (EF + g) / (np.pi * v * v)
angles = np.arange(36) * 2 * np.pi / 36
rays = np.stack([np.cos(angles), np.sin(angles)], axis=1)
q_max = 0.12


def sector_levels(stack, potential, odd, radii):
    H = bloch(stack, K + radii[:, None] * rays) + np.diag(potential)
    block = parity_form(H)
    block = block[:, :2, :2] if odd else block[:, 2:, 2:]
    return np.linalg.eigvalsh(block)


def sector_density(stack, potential, odd, energy):
    """Electron density from the area enclosed by the lattice Fermi line."""
    band = 1 if odd else 2
    low, high = np.zeros(36), np.full(36, q_max)
    for _ in range(34):
        middle = (low + high) / 2
        below = sector_levels(stack, potential, odd, middle)[:, band] < energy
        low, high = np.where(below, middle, low), np.where(below, high, middle)
    return np.mean(low**2) / np.pi


def fill(stack, potential):
    """Fermi energy and sector densities; checks for one simple Fermi line."""
    energy = brentq(lambda e: sector_density(stack, potential, True, e)
                    + sector_density(stack, potential, False, e) - n,
                    0.03, 0.20, xtol=1e-8)
    for odd in (True, False):
        band = 1 if odd else 2
        scan = np.array([sector_levels(stack, potential, odd, np.full(36, r))
                         for r in np.linspace(0, q_max, 61)])
        occupied = scan[:, :, band] < energy
        assert occupied[0].all() and not occupied[-1].any()
        assert (np.sum(occupied[1:] != occupied[:-1], axis=0) == 1).all()
        assert scan[:, :, band - 1].max() < energy
    return (energy, sector_density(stack, potential, True, energy),
            sector_density(stack, potential, False, energy))


zero = np.zeros(6)
EF_lat, odd_lat, even_lat = fill(aba, zero)
assert abs(EF_lat / EF - 1) < 0.01
assert abs(odd_lat / n_odd - 1) < 0.02 and abs(even_lat / n_even - 1) < 0.01
EF_ext, odd_ext, even_ext = fill(aba_ext, zero)

# Unscreened shift of the middle layer between two equal gates.
n_middle = n_even / 2
shift = sc.e * n_middle * 1e20 * d * 1e-10 / (2 * sc.epsilon_0)
EF_shift, odd_shift, even_shift = fill(
    aba, np.array([0, 0, shift, shift, 0, 0]))


# Chemical potential at finite temperature, electrons minus holes.
def thermal_density(mu, kT):
    def integrand(e):
        return ((4 * e + g) / (np.pi * v * v)
                * (expit((mu - e) / kT) - expit(-(mu + e) / kT)))
    return quad(integrand, 0, g, points=[abs(mu)], limit=200)[0]


def chemical_potential(kT):
    return brentq(lambda mu: thermal_density(mu, kT) - n, 0.001, 0.2)


kT = sc.k * 300 / sc.e
mu_300 = chemical_potential(kT)
assert abs(chemical_potential(sc.k * 10 / sc.e) / EF - 1) < 3e-3

# Opposite outer-layer potentials: coupling and loss of sector purity.
field = sc.e * n * 1e20 / (2 * sc.epsilon_0)
u_single = field * d * 1e-10
u_mismatch = 0.05 * u_single


def odd_state_loss(u):
    """Largest weight lost from the odd Fermi state to other eigenstates."""
    H = bloch(aba, K + EF / v * rays)
    odd = np.linalg.eigh(parity_form(H)[:, :2, :2])[1][:, :, 1]
    state = odd @ S[:, :2].T
    vectors = np.linalg.eigh(H + np.diag([u, u, 0, 0, -u, -u]))[1]
    overlap = np.abs(np.einsum("mi,mij->mj", state.conj(), vectors)) ** 2
    return (1 - overlap.max(axis=1)).max()


coupling = parity_form(np.diag([1.0, 1, 0, 0, -1, -1]))
assert np.allclose(coupling[:2, 2:], [[1, 0, 0, 0], [0, 1, 0, 0]])
assert np.allclose(coupling[:2, :2], 0) and np.allclose(coupling[2:, 2:], 0)
assert odd_state_loss(0.0) < 1e-10
loss_mismatch, loss_single = odd_state_loss(u_mismatch), odd_state_loss(u_single)

q_show = 0.03
show = np.linalg.eigvalsh(bloch(aba, K + np.array([q_show, 0.0])))[0]
show_cont = closed_bands(np.array(v * q_show))
at_K = np.linalg.eigvalsh(bloch(aba, K))[0]
assert np.allclose(at_K, [-g, 0, 0, 0, 0, g], atol=1e-7)

print(f"lattice constant, layer spacing: {a:.2f}, {d:.2f} angstrom")
print(f"gamma0, gamma1: {g0:.2f}, {g1:.2f} eV")
print(f"enhanced coupling sqrt(2)*gamma1: {g:.4f} eV")
print(f"largest parity leakage, all hoppings: {leak:.1e} eV")
print(f"trilayer minus separate spectra, all hoppings: {union_error:.1e} eV")
print(f"closed minimal bands, largest error: {band_error:.1e} eV")
print(f"ABC control, largest commutator element: {abc_commutator:.3f} eV")
print(f"ABC control, largest band difference: {abc_difference:.4f} eV")
print("energies at K:", " ".join(f"{e + 0.0:.4f}" for e in
                                 np.where(abs(at_K) < 1e-7, 0, at_K)), "eV")
print(f"velocity: {v:.4f} eV angstrom")
print(f"velocity converted: {v * sc.e * 1e-10 / sc.hbar:.3e} m/s")
print(f"trilayer even mass, formula: {mass_tri:.5f} m_e")
print(f"trilayer even mass, lattice: {mass_tri_num:.5f} m_e")
print(f"AB bilayer mass, formula: {mass_bi:.5f} m_e")
print(f"lattice mass ratio: {mass_tri_num / mass_bi_num:.5f}")
print(f"sample distance from K: {q_show:.3f} 1/angstrom")
print("sample lattice bands:", " ".join(f"{e:.4f}" for e in show), "eV")
print("sample continuum bands:", " ".join(f"{e:.4f}" for e in show_cont), "eV")
print(f"electron density: {n_cm:.2e} cm^-2")
print(f"Fermi energy, continuum: {EF:.5f} eV")
print(f"Fermi energy, lattice: {EF_lat:.5f} eV")
print(f"odd, even Fermi wave vectors: {EF / v:.5f}, "
      f"{np.sqrt(EF * (EF + g)) / v:.5f} 1/angstrom")
print(f"odd, even densities: {n_odd * 1e16:.3e}, {n_even * 1e16:.3e} cm^-2")
print(f"odd share of density: {100 * n_odd / n:.2f} percent")
print(f"parabolic even density, shortfall: {100 * EF / (EF + g):.2f} percent")
print("extended g2, g3, g4, g5, delta:", " ".join(
    f"{extended[s]:.2f}" for s in ("g2", "g3", "g4", "g5", "delta")), "eV")
print(f"extended model Fermi energy: {EF_ext:.5f} eV")
print(f"extended odd, even densities: {odd_ext * 1e16:.3e}, "
      f"{even_ext * 1e16:.3e} cm^-2")
print(f"thermal energy at 300 K: {kT:.5f} eV")
print(f"chemical potential at 300 K: {mu_300:.5f} eV")
print(f"added density on middle layer: {n_middle * 1e16:.3e} cm^-2")
print(f"unscreened middle-layer shift: {shift:.5f} eV")
print(f"Fermi energy with that shift: {EF_shift:.5f} eV")
print(f"shifted odd, even densities: {odd_shift * 1e16:.3e}, "
      f"{even_shift * 1e16:.3e} cm^-2")
print(f"single-gate mean field, unscreened: {field / 1e8:.3f} MV/cm")
print(f"outer potential u, single gate: {u_single:.5f} eV")
print(f"outer potential u, 5 percent mismatch: {u_mismatch:.5f} eV")
print(f"odd-state weight lost, mismatch: {100 * loss_mismatch:.3f} percent")
print(f"odd-state weight lost, single gate: {100 * loss_single:.2f} percent")
print("checks complete")
```

It prints:

```
lattice constant, layer spacing: 2.46, 3.35 angstrom
gamma0, gamma1: 3.00, 0.40 eV
enhanced coupling sqrt(2)*gamma1: 0.5657 eV
largest parity leakage, all hoppings: 3.6e-16 eV
trilayer minus separate spectra, all hoppings: 1.1e-14 eV
closed minimal bands, largest error: 7.1e-15 eV
ABC control, largest commutator element: 0.400 eV
ABC control, largest band difference: 0.1878 eV
energies at K: -0.5657 0.0000 0.0000 0.0000 0.0000 0.5657 eV
velocity: 6.3913 eV angstrom
velocity converted: 9.710e+05 m/s
trilayer even mass, formula: 0.05276 m_e
trilayer even mass, lattice: 0.05277 m_e
AB bilayer mass, formula: 0.03731 m_e
lattice mass ratio: 1.41403
sample distance from K: 0.030 1/angstrom
sample lattice bands: -0.6234 -0.1897 -0.0577 0.0577 0.1897 0.6234 eV
sample continuum bands: -0.6245 -0.1917 -0.0589 0.0589 0.1917 0.6245 eV
electron density: 3.00e+12 cm^-2
Fermi energy, continuum: 0.05669 eV
Fermi energy, lattice: 0.05666 eV
odd, even Fermi wave vectors: 0.00887, 0.02939 1/angstrom
odd, even densities: 2.505e+11, 2.750e+12 cm^-2
odd share of density: 8.35 percent
parabolic even density, shortfall: 9.11 percent
extended g2, g3, g4, g5, delta: -0.02 0.30 0.10 0.04 0.04 eV
extended model Fermi energy: 0.06382 eV
extended odd, even densities: 1.838e+11, 2.816e+12 cm^-2
thermal energy at 300 K: 0.02585 eV
chemical potential at 300 K: 0.05196 eV
added density on middle layer: 1.375e+12 cm^-2
unscreened middle-layer shift: 0.04167 eV
Fermi energy with that shift: 0.07627 eV
shifted odd, even densities: 4.534e+11, 2.547e+12 cm^-2
single-gate mean field, unscreened: 2.714 MV/cm
outer potential u, single gate: 0.09093 eV
outer potential u, 5 percent mismatch: 0.00455 eV
odd-state weight lost, mismatch: 0.347 percent
odd-state weight lost, single gate: 43.22 percent
checks complete
```
